# Adiabatic Heating of a Metal Line at Constant Current: a numerical check

```python
# Result under test: a line heated without heat loss by a constant current density j,
# with resistivity rho0*(1 + alpha*(T - T0)) and constant volumetric heat capacity C, obeys
#   T(t) = T0 + (exp(t/tau) - 1)/alpha,   tau = C/(alpha*rho0*j^2).
# T0: starting temperature, alpha: temperature coefficient of resistivity at T0.
# All quantities are in SI units inside the program; material values are rough and typical
# of a tantalum film on silicon dioxide.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.linalg import expm

T0 = 300.0
rho0 = 25e-8
alpha = 2.0e-3
C = 2.3e6
j = 2.0e12
pulse = 1.0e-9
thickness, width, length = 400e-9, 1e-6, 20e-6
k_oxide, C_oxide, oxide_thickness = 1.4, 1.65e6, 1e-6
T_melt = 3290.0
slope = alpha * rho0
tau = C / (slope * j**2)


def rise_formula(t):
    return np.expm1(t / tau) / alpha


def integrate_rise(rate, times):
    """Integrate d(rise)/dt = rate(t, rise) from zero rise."""
    times = np.atleast_1d(times)
    sol = solve_ivp(lambda t, y: [rate(t, y[0])], (0.0, times[-1]), [0.0],
                    method="DOP853", t_eval=times, rtol=1e-10, atol=1e-9,
                    max_step=times[-1] / 200)
    assert sol.success
    return sol.y[0]


def linear_rho(rise):
    return rho0 + slope * rise


# Constant current: energy balance integrated numerically against the formula
times = pulse * np.array([0.25, 0.5, 0.75, 1.0])
rise_numeric = integrate_rise(lambda t, y: j**2 * linear_rho(y) / C, times)
assert np.allclose(rise_numeric, rise_formula(times), rtol=1e-7)
rise_end = rise_numeric[-1]

# Time to reach a temperature: quadrature of C/(j^2 rho) against the logarithm
t_melt = tau * np.log(1 + alpha * (T_melt - T0))
t_melt_quad = quad(lambda y: C / (j**2 * linear_rho(y)), 0, T_melt - T0)[0]
assert abs(t_melt_quad / t_melt - 1) < 1e-8

# First correction to linear heating at short times
x_small = 0.05
short = integrate_rise(lambda t, y: j**2 * linear_rho(y) / C, x_small * tau)[0]
excess = short / (j**2 * rho0 * x_small * tau / C) - 1
assert abs(excess - x_small / 2) < x_small**2 / 5

# Extra temperature-independent resistivity leaves the growth time unchanged
extra_rho = 20e-8
dirty = integrate_rise(lambda t, y: j**2 * (linear_rho(y) + extra_rho) / C, pulse)[0]
rho_ratio = (linear_rho(dirty) + extra_rho) / (rho0 + extra_rho)
tau_dirty = pulse / np.log(rho_ratio)
assert abs(tau_dirty / tau - 1) < 1e-7
assert dirty > rise_end

# A negative coefficient gives saturation towards 1/|alpha|
late = np.array([1.0, 8.0]) * tau
falling = integrate_rise(lambda t, y: j**2 * (rho0 - slope * y) / C, late)
assert np.allclose(falling, (1 - np.exp(-late / tau)) / alpha, rtol=1e-6)

# Constant voltage: the current falls as the resistivity rises
fixed_voltage = integrate_rise(
    lambda t, y: (j * rho0)**2 / (linear_rho(y) * C), times)
assert np.allclose(fixed_voltage, (np.sqrt(1 + 2 * times / tau) - 1) / alpha, rtol=1e-7)

# Electrical work from the exponential voltage against the stored heat
current = j * width * thickness
V_start = j * rho0 * length
V_end = V_start * np.exp(pulse / tau)
work = pulse * quad(lambda s: current * V_start * np.exp(s * pulse / tau), 0, 1)[0]
stored = C * width * thickness * length * rise_end
assert abs(work / stored - 1) < 1e-7

# Linear current ramp followed by a plateau
ramp = 0.1e-9
ramped = integrate_rise(
    lambda t, y: (j * min(t / ramp, 1.0))**2 * linear_rho(y) / C, pulse)[0]
assert abs(ramped / rise_formula(pulse - 2 * ramp / 3) - 1) < 1e-5

# Heat flow into the oxide, with conduction inside the film
lorenz = np.pi**2 / 3 * (const.k / const.e)**2
k_film = lorenz * T0 / rho0
effusivity = np.sqrt(k_oxide * C_oxide)


def film_rise_with_loss(t, rho_slope, k_metal):
    """Mean film rise from finite volumes; the matrix exponential is exact in time."""
    n_film, n_oxide = 40, 300
    n = n_film + n_oxide
    w = np.r_[np.full(n_film, thickness / n_film), np.full(n_oxide, 1e-9)]
    k = np.r_[np.full(n_film, k_metal), np.full(n_oxide, k_oxide)]
    heat = w * np.r_[np.full(n_film, C), np.full(n_oxide, C_oxide)]
    link = 1 / (w[:-1] / (2 * k[:-1]) + w[1:] / (2 * k[1:]))
    A = np.zeros((n + 1, n + 1))
    i = np.arange(n - 1)
    A[i, i] -= link / heat[:-1]
    A[i, i + 1] += link / heat[:-1]
    A[i + 1, i + 1] -= link / heat[1:]
    A[i + 1, i] += link / heat[1:]
    f = np.arange(n_film)
    A[f, f] += j**2 * rho_slope / C
    A[f, n] = j**2 * rho0 / C
    return expm(A * t)[:n_film, n].mean()


def film_transform(s):
    """Laplace transform of the mean film rise on a half-space of oxide."""
    net = C * s - j**2 * slope
    uniform = j**2 * rho0 / (s * net)
    m = mp.sqrt(net / k_film)
    leak = effusivity * mp.sqrt(s)
    sh, ch = mp.sinh(m * thickness), mp.cosh(m * thickness)
    amplitude = -leak * uniform / (k_film * m * sh + leak * ch)
    return uniform + amplitude * sh / (m * thickness)


lossy = film_rise_with_loss(pulse, slope, k_film)
lossy_laplace = float(mp.invertlaplace(film_transform, pulse, method="talbot"))
assert abs(lossy - lossy_laplace) < 0.02 * (rise_end - lossy_laplace)


def loss_estimate(t):
    return 4 * effusivity * np.sqrt(t) / (3 * np.sqrt(np.pi) * C * thickness)


# The simple loss estimate applies to a uniform film with a nearly linear rise
t_test = 0.1e-9
uniform_film = film_rise_with_loss(t_test, 0.0, 100 * k_film)
loss_numeric = 1 - uniform_film / (j**2 * rho0 * t_test / C)
assert abs(loss_numeric / loss_estimate(t_test) - 1) < 0.05

# Rough material corrections: rising heat capacity and sublinear resistivity
cap_growth = 1.5e-4
rho_curvature = 1.0e-13
with_cap = integrate_rise(
    lambda t, y: j**2 * linear_rho(y) / (C * (1 + cap_growth * y)), pulse)[0]
with_curve = integrate_rise(
    lambda t, y: j**2 * (linear_rho(y) - rho_curvature * y**2) / C, pulse)[0]
with_both = integrate_rise(
    lambda t, y: j**2 * (linear_rho(y) - rho_curvature * y**2)
    / (C * (1 + cap_growth * y)), pulse)[0]

# Sizes of the remaining neglected effects
end_length = np.sqrt(k_film / C * pulse)
radiated = const.sigma * (T0 + rise_end)**4 / (j**2 * rho0 * thickness)
expansion = 6.5e-6 * rise_end
coupling = 3e17
electron_excess = j**2 * linear_rho(rise_end) / coupling
magnetic_time = const.mu_0 * width * thickness / rho0
oxide_field = V_end / oxide_thickness


def change(value):
    return 100 * (value / rise_end - 1)


print(f"Start temperature: {T0:.0f} K")
print(f"Resistivity at start: {rho0*1e8:.1f} microohm cm")
print(f"Temperature coefficient: {alpha:.4f} 1/K")
print(f"Resistivity slope: {slope*1e8:.3f} microohm cm/K")
print(f"Heat capacity: {C*1e-6:.2f} J/(cm3 K)")
print(f"Current density: {j*1e-10:.0f} MA/cm2")
print(f"Pulse length: {pulse*1e9:.2f} ns")
print(f"Line thickness, width, length: {thickness*1e9:.0f}, {width*1e9:.0f}, {length*1e9:.0f} nm")
print(f"Initial heating rate: {j**2*rho0/C*1e-9:.1f} K/ns")
print(f"Characteristic time tau: {tau*1e9:.3f} ns = {tau*1e12:.0f} ps")
print(f"Resistance doubling time: {tau*np.log(2)*1e9:.3f} ns")
print(f"1/alpha: {1/alpha:.0f} K; zero-resistivity temperature: {T0-1/alpha:.0f} K")
for t, y, v in zip(times, rise_numeric, fixed_voltage):
    print(f"t={t*1e9:.2f} ns: T={T0+y:.1f} K, rise={y:.1f} K, "
          f"linear rise={j**2*rho0*t/C:.1f} K, fixed-voltage rise={v:.1f} K")
print(f"Pulse length / tau: {pulse/tau:.4f}")
print(f"Resistivity ratio at end: {linear_rho(rise_end)/rho0:.3f}")
print(f"Current: {current:.2f} A")
print(f"Voltage at start and end: {V_start:.2f}, {V_end:.2f} V")
print(f"Energy delivered: {work*1e9:.2f} nJ")
print(f"Melting temperature (rough): {T_melt:.0f} K")
print(f"Time to melting temperature, extrapolated: {t_melt*1e9:.2f} ns")
print(f"Extra constant resistivity: {extra_rho*1e8:.0f} microohm cm")
print(f"With it: rise={dirty:.1f} K, growth time={tau_dirty*1e9:.3f} ns")
print(f"Oxide conductivity: {k_oxide:.2f} W/(m K); heat capacity: {C_oxide*1e-6:.2f} J/(cm3 K)")
print(f"Oxide effusivity: {effusivity:.0f} J/(m2 K s^0.5)")
print(f"Film conductivity (Wiedemann-Franz): {k_film:.1f} W/(m K)")
print(f"Simple loss estimate at pulse end: {100*loss_estimate(pulse):.2f} %")
print(f"Rise with oxide loss, finite volumes: {lossy:.1f} K ({change(lossy):+.1f} %)")
print(f"Rise with oxide loss, Laplace: {lossy_laplace:.1f} K")
print(f"Heat capacity growth (rough): {cap_growth:.2e} 1/K")
print(f"Rise with growing heat capacity: {with_cap:.1f} K ({change(with_cap):+.1f} %)")
print(f"Resistivity curvature (rough): {rho_curvature*1e8:.1e} microohm cm/K2")
print(f"Rise with curved resistivity: {with_curve:.1f} K ({change(with_curve):+.1f} %)")
print(f"Rise with both material changes: {with_both:.1f} K ({change(with_both):+.1f} %)")
print(f"Current ramp time: {ramp*1e9:.2f} ns")
print(f"Rise with current ramp: {ramped:.1f} K ({change(ramped):+.1f} %)")
print(f"Heat diffusion length along line: {end_length*1e9:.0f} nm")
print(f"Radiated / initial electrical power: {radiated:.1e}")
print(f"Free linear thermal expansion: {100*expansion:.2f} %")
print(f"Electron-lattice coupling (rough): {coupling:.0e} W/(m3 K)")
print(f"Electron-lattice temperature difference at end: {electron_excess:.0f} K")
print(f"Current redistribution time scale: {magnetic_time*1e12:.1f} ps")
print(f"Oxide thickness: {oxide_thickness*1e9:.0f} nm")
print(f"Largest field across oxide: {oxide_field*1e-8:.2f} MV/cm")
print("verified")
```

It prints:

```
Start temperature: 300 K
Resistivity at start: 25.0 microohm cm
Temperature coefficient: 0.0020 1/K
Resistivity slope: 0.050 microohm cm/K
Heat capacity: 2.30 J/(cm3 K)
Current density: 200 MA/cm2
Pulse length: 1.00 ns
Line thickness, width, length: 400, 1000, 20000 nm
Initial heating rate: 434.8 K/ns
Characteristic time tau: 1.150 ns = 1150 ps
Resistance doubling time: 0.797 ns
1/alpha: 500 K; zero-resistivity temperature: -200 K
t=0.25 ns: T=421.4 K, rise=121.4 K, linear rise=108.7 K, fixed-voltage rise=98.9 K
t=0.50 ns: T=572.3 K, rise=272.3 K, linear rise=217.4 K, fixed-voltage rise=183.7 K
t=0.75 ns: T=759.9 K, rise=459.9 K, linear rise=326.1 K, fixed-voltage rise=259.0 K
t=1.00 ns: T=992.9 K, rise=692.9 K, linear rise=434.8 K, fixed-voltage rise=327.5 K
Pulse length / tau: 0.8696
Resistivity ratio at end: 2.386
Current: 0.80 A
Voltage at start and end: 10.00, 23.86 V
Energy delivered: 12.75 nJ
Melting temperature (rough): 3290 K
Time to melting temperature, extrapolated: 2.23 ns
Extra constant resistivity: 20 microohm cm
With it: rise=1247.3 K, growth time=1.150 ns
Oxide conductivity: 1.40 W/(m K); heat capacity: 1.65 J/(cm3 K)
Oxide effusivity: 1520 J/(m2 K s^0.5)
Film conductivity (Wiedemann-Franz): 29.3 W/(m K)
Simple loss estimate at pulse end: 3.93 %
Rise with oxide loss, finite volumes: 664.3 K (-4.1 %)
Rise with oxide loss, Laplace: 664.3 K
Heat capacity growth (rough): 1.50e-04 1/K
Rise with growing heat capacity: 651.7 K (-6.0 %)
Resistivity curvature (rough): 1.0e-05 microohm cm/K2
Rise with curved resistivity: 666.9 K (-3.8 %)
Rise with both material changes: 630.1 K (-9.1 %)
Current ramp time: 0.10 ns
Rise with current ramp: 625.7 K (-9.7 %)
Heat diffusion length along line: 113 nm
Radiated / initial electrical power: 1.4e-07
Free linear thermal expansion: 0.45 %
Electron-lattice coupling (rough): 3e+17 W/(m3 K)
Electron-lattice temperature difference at end: 8 K
Current redistribution time scale: 2.0 ps
Oxide thickness: 1000 nm
Largest field across oxide: 0.24 MV/cm
verified
```
